# Second-neighbour distance spread from bond-angle disorder in amorphous silicon

## Problem

Ion implantation at a sufficient dose, in a target cool enough that the damage does not heal, turns crystalline silicon into an amorphous network. Most atoms keep four neighbours at nearly the crystalline bond length, but the angles between bonds vary from place to place. Model this network as follows.

- Every bond has the same fixed length $r=2.35$ Å.
- The angle $\theta$ between two bonds that share an atom has the tetrahedral mean $\theta_0$ and a static rms deviation $\sigma_\theta=10^\circ$.

The outer ends of two such bonds are second neighbours, a distance $d$ apart. Find the standard deviation $\sigma_d$ of this distance. Decide whether a first-order treatment of the angle deviation is good enough, and whether the width of a measured second-neighbour peak can be read directly as an angle spread.

Here $\sigma_d$ refers to the distribution of distances itself, which is the second peak of the radial distribution $4\pi R^2\rho\,g(R)$, with $R$ the distance from an atom, $\rho$ the mean atomic density and $g$ the pair distribution function. It is a standard deviation, not a full width at half maximum.

## First estimate by scaling

Hold one bond still and swing the other through a small angle $\delta$. Its end moves along an arc of length $r\delta$, provided $\delta$ is in radians. Since $r$ is the one length in the model, a natural first guess for the spread is

$$
\sigma_d\sim r\,\sigma_\theta = 2.35\ \text{Å}\times 0.1745 = 0.41\ \text{Å}.
$$

This estimate is too large by a geometrical factor. The end moves at right angles to its own bond, not along the line that joins the two second neighbours, and to first order the distance changes by the component of the motion along that line. Scaling cannot supply this factor.

## Solution

**The distance.** The law of cosines for two sides of length $r$ gives

$$
d^2=r^2+r^2-2r^2\cos\theta=2r^2(1-\cos\theta).
$$

Because $1-\cos\theta=2\sin^2(\theta/2)$, and $\sin(\theta/2)$ is not negative for $0\le\theta\le\pi$,

$$
d=2r\sin\frac{\theta}{2}.
$$

**The mean angle.** In a regular tetrahedron the four unit vectors along the bonds add to zero. The scalar product of this sum with one of the vectors is $1+3\cos\theta_0=0$, so $\cos\theta_0=-1/3$ and $\theta_0=109.47^\circ$. The half-angle formulas then give

$$
\cos^2\frac{\theta_0}{2}=\frac{1+\cos\theta_0}{2}=\frac13,\qquad
\sin^2\frac{\theta_0}{2}=\frac{1-\cos\theta_0}{2}=\frac23 .
$$

The distance at the mean angle is $d_0=2r\sqrt{2/3}=3.84$ Å.

**First-order propagation.** Differentiating $d$, the factor 2 in front cancels the $1/2$ from the half angle:

$$
\frac{dd}{d\theta}=2r\cdot\frac12\cos\frac{\theta}{2}=r\cos\frac{\theta}{2}.
$$

Write $\theta=\theta_0+\delta$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma_\theta^2$. To first order $d-d_0=r\cos(\theta_0/2)\,\delta$. Squaring, averaging and taking the root gives

$$
\sigma_d=r\cos\frac{\theta_0}{2}\,\sigma_\theta=\frac{r\,\sigma_\theta}{\sqrt3}.
$$

The shape of the angle distribution has not been used; at this order its rms deviation is enough. The numbers are

$$
\sigma_d=2.35\ \text{Å}\times0.57735\times0.17453=0.237\ \text{Å}\approx0.24\ \text{Å}=0.024\ \text{nm}.
$$

This is 6.2 percent of $d_0$. Each degree of angle spread contributes 0.0237 Å.

**Beyond first order.** Ten degrees is not obviously small, so the neglected terms need a value. Let $\delta$ be Gaussian. The physical limit $\theta=180^\circ$ lies about seven standard deviations above the mean, so the tail beyond it is negligible. Completing the square in the Gaussian integral gives $\langle e^{ik\delta}\rangle=e^{-k^2\sigma_\theta^2/2}$. Its real and imaginary parts are

$$
\langle\cos k\delta\rangle=e^{-k^2\sigma_\theta^2/2},\qquad \langle\sin k\delta\rangle=0 .
$$

Expand $\sin(\theta_0/2+\delta/2)$ by the addition formula and use $k=1/2$. Expand $\cos(\theta_0+\delta)$ likewise and use $k=1$:

$$
\langle d\rangle=2r\sin\frac{\theta_0}{2}\,e^{-\sigma_\theta^2/8},\qquad
\langle d^2\rangle=2r^2\left(1-\cos\theta_0\,e^{-\sigma_\theta^2/2}\right).
$$

Set $c=\cos\theta_0$, $x=\sigma_\theta^2/4$ and $q=e^{-x}$. Then $e^{-\sigma_\theta^2/2}=q^2$, and $\langle d\rangle^2=4r^2\sin^2(\theta_0/2)\,q=2r^2(1-c)q$. The variance is

$$
\begin{aligned}
\sigma_d^2&=\langle d^2\rangle-\langle d\rangle^2
=2r^2\left[1-cq^2-q+cq\right]\\
&=2r^2\left[(1-q)+cq(1-q)\right]
=2r^2(1-q)(1+cq).
\end{aligned}
$$

To compare this with the first-order result, expand both factors in $x$:

$$
1-q=x\left(1-\frac{x}{2}+\frac{x^2}{6}-\dots\right),\qquad
1+cq=(1+c)\left[1-\frac{c}{1+c}\left(x-\frac{x^2}{2}+\dots\right)\right].
$$

The leading product is $2r^2x(1+c)$. With $x=\sigma_\theta^2/4$ and $1+c=2\cos^2(\theta_0/2)$ it equals $r^2\cos^2(\theta_0/2)\,\sigma_\theta^2$, the first-order variance. The next term multiplies it by

$$
1-x\left[\frac12+\frac{c}{1+c}\right].
$$

At the tetrahedral angle $c/(1+c)=(-1/3)/(2/3)=-1/2$, so the bracket vanishes. The second factor in the expansion is then $1+x/2-x^2/4$ up to $x^2$, and the $x^2$ terms of the product add up to

$$
\frac16-\frac14-\frac14=-\frac13 .
$$

The relative error of the variance is therefore $-x^2/3$ at leading order. With $x=0.0076$ this is about $-2\times10^{-5}$. For a Gaussian spread of angles the first-order result therefore needs no correction at any useful precision.

**A second case: mean angle 90°.** Here $c=0$, the bracket equals $1/2$, and the variance falls below its first-order value by the fraction $x/2$, or 0.38 percent for the same $\sigma_\theta$. That is still small, but about 200 times larger than at the tetrahedral angle. Numerical averages over distances built from atomic coordinates confirm the two orders: halving $\sigma_\theta$ reduces the error by a factor 15.93 at the tetrahedral angle, close to $2^4$, and by 3.99 at 90°, close to $2^2$.

**Where the first-order law fails.** As $\theta_0$ approaches $180^\circ$ the slope $r\cos(\theta_0/2)$ goes to zero. With $c=-1$ the full variance becomes $2r^2(1-q)^2$, so $\sigma_d\approx\sqrt2\,rx=\sqrt2\,r\sigma_\theta^2/4$ for a Gaussian deviation within a plane. Here $\delta$ is a signed bend through the straight position. If the chain bends independently in both transverse directions, each with rms $\sigma_\theta$, the result is $\sigma_d\approx r\sigma_\theta^2/2$. In either case the spread is quadratic in the angle deviation, and a first-order treatment would give zero.

## Comparison of the estimate and the solution

The scaling estimate, 0.41 Å, exceeds the solution, 0.237 Å, by the factor $\sqrt3$. The triangle formed by the two bonds and the line between their ends shows where this comes from. It is isosceles, so each base angle is $90^\circ-\theta_0/2$. The swinging end moves perpendicular to its bond and hence at an angle $\theta_0/2$ to the joining line. The projection of the arc on that line is $r\delta\cos(\theta_0/2)=r\delta/\sqrt3$, as the derivative gave. Scaling has the dependence on $r$ and $\sigma_\theta$ right and misses this projection.

The full solution also contains something that neither first-order argument shows. The mean distance is 3.823 Å, which is 0.015 Å below $d_0$, because $\sin(\theta/2)$ curves downward: opening the angle lengthens $d$ by less than closing it by the same amount shortens $d$.

Replacing the Gaussian by another symmetric shape need not change the width much: a uniform distribution with the same rms deviation gives 0.2366 Å, against 0.2368 Å for the Gaussian. A skewed distribution matters more. The second-order term of $d-d_0$ is $-\tfrac{r}{4}\sin(\theta_0/2)\,\delta^2$, and its product with the first-order term adds $-\tfrac{r^2}{2}\sin(\theta_0/2)\cos(\theta_0/2)\,\langle\delta^3\rangle$ to the variance. Relative to the first-order variance this is $-\tfrac12\tan(\theta_0/2)\,s\,\sigma_\theta\approx-0.12\,s$, where $s=\langle\delta^3\rangle/\sigma_\theta^3$ is the skewness, so $\sigma_d$ changes by about $-6$ percent times $s$. For a Gaussian peak, half height lies at $\pm\sqrt{2\ln2}$ standard deviations, so the full width at half maximum would be $2\sqrt{2\ln2}\,\sigma_d=0.558$ Å. The peak obtained by transforming the Gaussian angle distribution has a width of 0.554 Å.

## Reading a measured peak

An rms angle deviation near $10^\circ$ is typical of amorphous silicon. As a rough guide, freshly implanted material lies somewhat higher, and annealing below the onset of crystallisation can lower the value by a degree or more. The angle spread used here is therefore realistic, but several of the model's assumptions do not hold in a real sample.

**Bond lengths vary.** Differentiating $d^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ with respect to $r_1$, and then setting $r_1=r_2=r$, gives

$$
\frac{\partial d}{\partial r_1}=\frac{r(1-\cos\theta)}{d}=\frac{2r\sin^2(\theta/2)}{2r\sin(\theta/2)}=\sin\frac{\theta}{2},
$$

and the same for $r_2$. Independent deviations with standard deviation $\sigma_r$ thus add $2\sin^2(\theta_0/2)\,\sigma_r^2=\tfrac43\sigma_r^2$ to the variance. A rough static value $\sigma_r=0.04$ Å contributes 0.046 Å, which raises the total to $\sqrt{0.2368^2+0.0462^2}=0.241$ Å.

**Atoms vibrate.** Near 300 K, thermal motion spreads the second-neighbour distance in crystalline silicon by roughly 0.08 to 0.09 Å. Take 0.10 Å as a generous round value for the amorphous network. If this motion is independent of the static disorder, the total becomes $\sqrt{0.2413^2+0.10^2}=0.261$ Å, 10 percent above the angle contribution alone. Dividing this total by the slope of 0.0237 Å per degree would give an apparent angle spread of $11.0^\circ$ instead of $10^\circ$. With 0.08 Å in place of 0.10 Å, the total is 0.254 Å and the apparent spread $10.7^\circ$. Either bias is comparable to a change of one degree in the angle spread itself. It largely cancels when two samples with the same bond-length and thermal spreads are compared, but to obtain the angle spread itself the other contributions should be subtracted in quadrature first. The finite range of wave vectors in a diffraction measurement can broaden the peak further. For a peak this wide, a sharp cutoff at 15 Å$^{-1}$ or more has almost no effect on a fitted width. The much narrower first-neighbour peak does leave termination ripples on it, of a few percent of its height, and these can move a width taken from moments by up to about 3 percent. A damping function, applied before the transform to suppress ripples, does add width: the common Lorch function with cutoff $Q_m$ averages the peak over $\pm\pi/Q_m$, which for $Q_m=20$ Å$^{-1}$ turns 0.261 Å into about 0.28 Å.

**The choice of function matters.** Dividing the radial distribution by $R^2$ to obtain $g(R)$ gives more weight to short distances. With the angle spread as the sole source of width, the peak in $g$ has a standard deviation of 0.243 Å and a mean of 3.79 Å. Separately, a mean angle $1^\circ$ below tetrahedral, at the same $\sigma_\theta$, would give 0.240 Å in the radial distribution.

**Third neighbours overlap the peak.** Consider a chain of four atoms with both bond angles equal to $\theta_0$ and a torsion angle $\phi$ about the middle bond. Along that bond the end atoms are separated by $r(1-2\cos\theta_0)=5r/3$. Perpendicular to it, each is displaced by $r\sin\theta_0$, in directions that differ by $\phi$. Hence

$$
d_{14}^2=r^2\left[(1-2\cos\theta_0)^2+2\sin^2\theta_0\,(1-\cos\phi)\right].
$$

At $\phi=60^\circ$, which gives the third-neighbour shell of the crystal, $d_{14}=4.50$ Å. At $\phi=0$ it is 3.92 Å, well inside the second-neighbour peak. If all torsion angles were equally likely, 27 percent of these chains would have $d_{14}$ below $d_0+2\sigma_d=4.31$ Å. With independent $10^\circ$ spreads on the two bond angles the fraction is 24 percent, and 10 percent of the chains fall below $d_0$. A four-coordinated atom starts $4\times3\times3=36$ such chains, so 9 to 10 of their ends would lie below 4.31 Å, against 12 second neighbours. Random torsion is a trial assumption, not a description of the real network, but it shows that the ends of such chains can lie under the peak, mostly on its long-distance side, in numbers that are not negligible. If the two ends also share a neighbour, as in a five-membered ring, they are second neighbours already. Otherwise they are additional pairs, and a fitted width depends on how these are separated from the second neighbours.

The value $\sigma_d\approx0.24$ Å is thus the contribution of the angle spread to the peak, and for the rough values used here bond-length and thermal spreads alone make the distribution of second-neighbour distances 7 to 10 percent wider at room temperature. A damping function and overlapping third neighbours widen the measured peak further, by amounts that can exceed this, so its width cannot be read directly as an angle spread.

## Computed values

```
INPUTS
bond length: 2.35 angstrom
rms angle deviation: 10.0 degree
rms angle deviation: 0.17453 rad
mean (tetrahedral) angle: 109.471 degree
rough static bond-length spread: 0.04 angstrom
rough thermal distance spread: 0.10 angstrom
MAIN RESULT
distance at mean angle d0: 3.8375 angstrom
cos(theta0/2): 0.57735
slope dd/dtheta: 1.3568 angstrom/rad
spread per degree: 0.02368 angstrom/degree
linear standard deviation: 0.2368 angstrom
linear standard deviation: 0.02368 nm
relative spread sigma_d/d0: 6.17 percent
CHECK OF THE LINEAR STEP
full Gaussian-angle std deviation: 0.236799 angstrom
linear std deviation, more digits: 0.236802 angstrom
expansion parameter x: 0.007615
relative variance error, tetrahedral: -1.92e-05
relative variance error, 90 degree: -3.80e-03
error ratio on halving, tetrahedral: 15.93
error ratio on halving, 90 degree: 3.99
mean distance: 3.8229 angstrom
shift of mean from d0: -0.0146 angstrom
std deviation, uniform angles: 0.2366 angstrom
FWHM, Gaussian estimate: 0.558 angstrom
FWHM, transformed density: 0.554 angstrom
NEGLECTED EFFECTS
bond-length contribution: 0.0462 angstrom
angle + bond lengths: 0.2413 angstrom
angle + bond lengths + thermal: 0.2612 angstrom
increase over angle alone: 10.3 percent
apparent angle spread: 11.03 degree
std deviation, mean angle 1 degree lower: 0.2397 angstrom
std deviation read in g(r): 0.2434 angstrom
mean distance read in g(r): 3.7922 angstrom
third neighbour, torsion 0 degree: 3.917 angstrom
third neighbour, torsion 60 degree: 4.500 angstrom
d0 + 2 sigma_d: 4.311 angstrom
random torsions below that: 26.7 percent
```
